# WKB tunnelling through a trapezoidal barrier and the displaced conductance minimum

## 1. Definitions and conventions

Two metals are separated by an insulating layer of thickness $d$. The barrier rises $\phi_1$ above the Fermi level of the left metal and $\phi_2$ above that of the right metal. Define

$$\bar\phi=\frac{\phi_1+\phi_2}{2},\qquad \Delta=\phi_2-\phi_1 .$$

The bias $V$ is written as an energy. Positive $V$ lowers the right Fermi level by $V$, so electrons flow from left to right. $J$ is the electron current per area in that direction, and $G=dJ/dV$ is the conductance per area.

The algebra uses atomic units, $\hbar=m=e=1$; numbers are in eV and angstrom. The electron has its free mass everywhere, the temperature is zero, and the momentum parallel to the layers is conserved. Let $E$ be the energy of motion along the normal $x$, measured from the left Fermi level. The potential in the barrier is then

$$U(x)=\phi_1+(\phi_2-V-\phi_1)\frac{x}{d},\qquad 0<x<d .$$

Image forces are left out. The transmission is taken in exponential WKB form with unit prefactor,

$$T=e^{-S},\qquad S(E,V)=2\int_0^d\sqrt{2\,(U(x)-E)}\,dx .$$

This requires $U>E$ throughout the barrier for the energies that matter. The unit prefactor is an assumption with consequences, examined in section 8.

## 2. The exponent

Since $U$ is linear in $x$, we may integrate over $U$, with $dx=d\,dU/(\phi_2-V-\phi_1)$:

$$S=\frac{2\sqrt2\,d}{\phi_2-V-\phi_1}\cdot\frac23\Big[(\phi_2-V-E)^{3/2}-(\phi_1-E)^{3/2}\Big].$$

The prefactor defines the constant $A_0=4\sqrt2\,d/3$.

A better choice of energy origin exposes a symmetry. Measure energy from the midpoint of the two Fermi levels, $\varepsilon=E+V/2$, and set $x/d=\tfrac12+u$. Then

$$U-E=\phi_1+\frac{\Delta-V}{2}+\frac V2-\varepsilon+(\Delta-V)u=a+tu,$$

$$a=\bar\phi-\varepsilon,\qquad t=\Delta-V .$$

The bias has dropped out of the mean height and survives only in the tilt $t$. With $B=2\sqrt2\,d$,

$$S=B\int_{-1/2}^{1/2}\sqrt{a+tu}\;du .$$

Replacing $u$ by $-u$ shows that $S$ is even in $t$. For small tilt,

$$\sqrt{a+tu}=\sqrt a\left[1+\frac{tu}{2a}-\frac{t^2u^2}{8a^2}+\dots\right].$$

Odd powers of $u$ integrate to zero and $u^2$ integrates to $1/12$, so

$$S=B\sqrt a\left[1-\frac{t^2}{96a^2}+O\!\left(\frac{t^4}{a^4}\right)\right].\tag{1}$$

The square root is concave, so $S$ is a concave function of $t$. Being also even, it is largest at $t=0$ and falls as $|t|$ grows. At fixed $\varepsilon$ the barrier is therefore least transparent when the bias has made it flat, at $V=\Delta$. This is how asymmetry enters the conductance.

## 3. The current

Counting both spins, the states moving to the right carry

$$\frac{2}{(2\pi)^3}\int d^2k_\parallel\int dk_x\,v_x\,T .$$

Here $v_x\,dk_x=dE$ and $d^2k_\parallel=2\pi\,dE_\parallel$, so the constant becomes $2\cdot2\pi/(2\pi)^3=1/(2\pi^2)$. Subtract the reverse flow, which has the same transmission. A left state is occupied if $E+E_\parallel<0$, a right state if $E+E_\parallel<-V$. Integrating over $E_\parallel\ge0$ gives

$$J=\frac1{2\pi^2}\int dE\,T(E,V)\big[(-E)_+-(-E-V)_+\big],$$

where $(y)_+$ is $y$ for positive $y$ and zero otherwise. The occupied bands are assumed deep, so that the lower limit can be moved to $-\infty$; low-lying electrons face a much higher barrier and contribute negligibly.

In terms of $\varepsilon$ the brackets are $(V/2-\varepsilon)_+$ and $(-V/2-\varepsilon)_+$. Introduce

$$K(\mu,t)=\int_{-\infty}^{\mu}(\mu-\varepsilon)e^{-S}d\varepsilon,\qquad P(\mu,t)=\frac{\partial K}{\partial\mu}=\int_{-\infty}^{\mu}e^{-S}d\varepsilon .$$

Then $2\pi^2J=K(V/2,t)-K(-V/2,t)$, or

$$2\pi^2J=\int_{-V/2}^{V/2}P(\mu,\Delta-V)\,d\mu .\tag{2}$$

Bias acts in two ways: it opens an energy window placed symmetrically about $\varepsilon=0$, and it changes the tilt.

Two symmetries follow from (2). If $\Delta=0$, then $P$ is even in $V$, $J$ is odd and $G$ is even. If the two heights are exchanged, $\Delta\to-\Delta$, the curve $G(V)$ is reflected about $V=0$.

## 4. Expansion in the bias

Expand $P$ in $\mu$ about zero. The linear term cancels over the symmetric window, and $\int_{-V/2}^{V/2}\mu^2/2\,d\mu=V^3/24$. Expand also in the tilt about $t=\Delta$, where the change of $t$ is $-V$. Through third order,

$$2\pi^2J=VP-V^2P_t+V^3\left(\frac{P_{tt}}2+\frac{P_{\mu\mu}}{24}\right),$$

with subscripts denoting derivatives, all taken at $\mu=0$, $t=\Delta$. Differentiation gives

$$2\pi^2G=P-2VP_t+V^2\left(\frac32P_{tt}+\frac18P_{\mu\mu}\right).\tag{3}$$

The displacement can already be seen. Because $S$ falls as $|t|$ grows, $P_t$ has the sign of $\Delta$. The slope of $G$ at zero bias, $-P_t/\pi^2$, is therefore nonzero whenever $\Delta\ne0$, and zero bias cannot be the minimum. Within the unit-prefactor model this needs no assumption that $S$ is large.

## 5. The Brinkman parabola

Now let the barrier be thick, meaning that

$$S_0=B\sqrt{\bar\phi}=2d\sqrt{2\bar\phi}\gg1,$$

and let $|\Delta|\ll\bar\phi$. The integral for $P$ is then dominated by energies just below $\varepsilon=0$, where $S$ is nearly linear:

$$S\simeq S(0)-c\,\varepsilon,\qquad c=-\frac{\partial S}{\partial\varepsilon}\simeq\frac{B}{2\sqrt{\bar\phi}}=\frac{S_0}{2\bar\phi}.$$

Here $S(0)$ is the exponent at $\varepsilon=0$. Hence $P\simeq e^{-S(0)}/c$. The three ratios needed in (3) are as follows.

- From $P_\mu=e^{-S}$ we get $P_{\mu\mu}=c\,e^{-S}$, so $P_{\mu\mu}/P\simeq c^2=S_0^2/(4\bar\phi^2)$.
- From (1), $P_t/P\simeq-\partial S/\partial t=S_0\Delta/(48\bar\phi^2)$.
- Differentiating once more, $P_{tt}/P\simeq S_0/(48\bar\phi^2)+[S_0\Delta/(48\bar\phi^2)]^2$.

Relative to $P_{\mu\mu}/8$, the two parts of $\tfrac32P_{tt}$ are smaller by $1/S_0$ and $\Delta^2/(48\bar\phi^2)$. They are dropped at leading order. Equation (3) becomes

$$\frac{G(V)}{G(0)}\simeq1-\frac{S_0\Delta}{24\bar\phi^2}V+\frac{S_0^2}{32\bar\phi^2}V^2 .$$

Since $A_0=2B/3$, we have $S_0=\tfrac32A_0\sqrt{\bar\phi}$. Substitution gives the Brinkman form

$$\boxed{\frac{G(V)}{G(0)}\simeq1-\frac{A_0\Delta}{16\bar\phi^{3/2}}V+\frac{9A_0^2}{128\bar\phi}V^2}\tag{4}$$

The scale is $G(0)=P/(2\pi^2)\simeq\bar\phi\,e^{-S(0)}/(\pi^2S_0)$, that is

$$G(0)\simeq\frac{\sqrt{\bar\phi}}{2\sqrt2\,\pi^2d}\,e^{-S(0)} .$$

## 6. Position and depth of the minimum

Write (4) as $1-\alpha V+\beta V^2$ and complete the square:

$$1-\alpha V+\beta V^2=1-\frac{\alpha^2}{4\beta}+\beta\left(V-\frac{\alpha}{2\beta}\right)^2 .$$

With $\alpha=S_0\Delta/(24\bar\phi^2)$ and $\beta=S_0^2/(32\bar\phi^2)$,

$$V_{\min}=\frac{S_0\Delta}{24\bar\phi^2}\cdot\frac{16\bar\phi^2}{S_0^2}=\frac{2\Delta}{3S_0}=\frac{4\Delta}{9A_0\sqrt{\bar\phi}},\qquad \frac{\alpha^2}{4\beta}=\frac{\Delta^2}{72\bar\phi^2}.$$

For $\phi_2>\phi_1$ the minimum lies at positive bias in our convention. The tilt alone would favour low transmission near $V=\Delta$, where the barrier is flat. The opening of the energy window raises $G$ symmetrically about $V=0$, with a curvature larger by a factor of order $S_0$. The compromise lies close to zero, at a fraction $2/(3S_0)$ of the asymmetry. A thicker barrier moves the minimum towards zero as $1/d$, while its relative depth below $G(0)$ does not depend on thickness at this order.

**Larger bias.** If the exponent is kept linear in $\varepsilon$ but $cV$ is not small, then $P(\mu)\simeq P(0)e^{c\mu}$ and the window integral in (2) is $(2P/c)\sinh(cV/2)$. For a symmetric barrier, neglecting the change of tilt,

$$\frac{G(V)}{G(0)}\simeq\cosh y,\qquad y=\frac{cV}{2}=\frac{S_0V}{4\bar\phi}.$$

The parabola keeps $1+y^2/2$. The next term, $y^4/24$, is $y^2/12$ of the quadratic one, so (4) should be used for $|y|$ below about one.

## 7. The next order in $1/S_0$

For $S_0$ near 30, as in the example of section 9, a correction of $3/S_0$ amounts to about ten per cent, so the first corrections matter. For small $\Delta$ they follow from the substitution $s=B\sqrt a$, $da=2s\,ds/B^2$. At zero tilt,

$$P=\int_{\bar\phi}^{\infty}e^{-B\sqrt a}\,da=\frac2{B^2}\int_{S_0}^\infty s\,e^{-s}ds=\frac{2(S_0+1)}{B^2}e^{-S_0}.$$

The leading estimate was $e^{-S_0}/c=2S_0e^{-S_0}/B^2$, so $G(0)$ acquires the factor $1+1/S_0$.

For the slope, (1) gives $-\partial S/\partial t=Bt/(48a^{3/2})$, hence

$$P_t=\frac{Bt}{48}\int_{\bar\phi}^\infty\frac{e^{-B\sqrt a}}{a^{3/2}}da=\frac{B^2t}{24}\int_{S_0}^\infty\frac{e^{-s}}{s^2}ds\simeq\frac{B^2t}{24}\,\frac{e^{-S_0}}{S_0^2}\left(1-\frac2{S_0}\right),$$

where the last step is an integration by parts. Dividing by $P$ and using $B^4=S_0^4/\bar\phi^2$,

$$\frac{P_t}{P}\simeq\frac{S_0t}{48\bar\phi^2}\left(1-\frac3{S_0}\right).$$

For the curvature, $P_{\mu\mu}/(8P)=\dfrac{S_0^2}{32\bar\phi^2}\left(1-\dfrac1{S_0}+\dots\right)$, while $\dfrac{3P_{tt}}{2P}\simeq\dfrac{S_0}{32\bar\phi^2}$. The second term cancels the $1/S_0$ correction in the first. Within the unit-prefactor model the curvature in (4) is thus more accurate than the slope, and $V_{\min}$ is reduced by the factor $1-3/S_0$. Section 8 shows that abrupt edges bring back a $1/S_0$ correction to the curvature.

## 8. What abrupt edges change

A trapezoid has sharp edges, where the wave must be matched to plane waves in the metals. Let both bands have depth $W$ below their Fermi levels, let $k_{1,2}$ be the wave numbers in the metals and $\kappa_{1,2}$ the decay constants just inside the edges.

At the left edge an incident wave of unit amplitude, with reflection amplitude $r$, joins a decaying wave of amplitude $b$: $1+r=b$ and $ik_1(1-r)=-\kappa_1b$. Eliminating $r$ gives $|b|^2=4k_1^2/(k_1^2+\kappa_1^2)$. WKB carries this to the right edge as $|f|^2=|b|^2(\kappa_1/\kappa_2)e^{-S}$. There the decaying wave $f$ and a reflected wave $g$ join the transmitted wave $\tau$: $f+g=\tau$ and $\kappa_2(g-f)=ik_2\tau$, so $|\tau|^2=4\kappa_2^2|f|^2/(\kappa_2^2+k_2^2)$. With $T=(k_2/k_1)|\tau|^2$,

$$T\simeq M e^{-S},\qquad M=\frac{16\,k_1\kappa_1k_2\kappa_2}{(k_1^2+\kappa_1^2)(k_2^2+\kappa_2^2)} .$$

The denominators contain $k_i^2+\kappa_i^2=2(W+\phi_i)$, which are constants. At fixed $\varepsilon$, $k_1^2k_2^2=4[(W+\varepsilon)^2-V^2/4]$ is even in $V$. What remains is

$$\kappa_1\kappa_2=2\sqrt{(a-t/2)(a+t/2)}=2\sqrt{a^2-t^2/4}.$$

This factor is largest for a flat barrier, whereas $e^{-S}$ is smallest there. The two effects oppose each other. At $\varepsilon=0$ and $V=0$, using $\bar\phi^2-\Delta^2/4=\phi_1\phi_2$,

$$\frac{\partial\ln M}{\partial V}=-\frac{\partial}{\partial t}\,\frac12\ln\!\left(\bar\phi^2-\frac{t^2}4\right)\bigg|_{t=\Delta}=\frac{\Delta}{4\phi_1\phi_2}.$$

The slope of $G$ is twice that of $J/V$, as (3) shows, so a thick barrier gains $+\Delta/(2\phi_1\phi_2)$ in the slope of $G/G(0)$. For small $\Delta$ this is a fraction $12/S_0$ of the Brinkman slope, with opposite sign. It vanishes relative to the leading term as $d\to\infty$, but slowly.

The curvature changes too. At small tilt $\partial\ln M/\partial\varepsilon=1/W-1/\bar\phi$, which adds to $c$. Since the curvature goes as $c^2$ and $c=S_0/(2\bar\phi)$, it acquires the factor $1-4(1-\bar\phi/W)/S_0$. For the example of section 9 this is $0.89$, and the Airy curvature coefficient is $5.87$ eV$^{-2}$ against the Brinkman value $6.56$ eV$^{-2}$.

If the band depths differ, $W_1\ne W_2$, the product $k_1k_2$ is no longer even in $V$. The same differentiation gives an extra thick-barrier slope $\tfrac12(1/W_2-1/W_1)$, even for equal heights. A displaced minimum is therefore not by itself proof of unequal barrier heights.

## 9. Worked example

Take $\phi_1=1.5$ eV, $\phi_2=2.5$ eV, $d=20$ angstrom and $W=10$ eV. Then $\bar\phi=2$ eV, $\Delta=1$ eV and $A_0=13.66$ eV$^{-1/2}$, so

$$S_0=\tfrac32(13.66)\sqrt2=28.98,$$

$$\alpha=\frac{13.66\times1}{16\times2^{3/2}}=0.302\ \text{eV}^{-1},\qquad \beta=\frac{9\times13.66^2}{128\times2}=6.56\ \text{eV}^{-2},$$

$$V_{\min}=\frac{2\times1}{3\times28.98}=0.0230\ \text{eV},$$

which corresponds to 23 mV. The relative depth is $1/(72\times4)=0.0035$: the displacement is clear in position but shallow. This is the leading-order value, approached only for much thicker barriers; at 20 angstrom the unit-prefactor integral gives $0.0029$ and the abrupt-edge solution $0.0014$.

Direct integration of the unit-prefactor current gives a slope of $-0.280$ eV$^{-1}$, a curvature coefficient of $6.69$ eV$^{-2}$ and a minimum at $0.0210$ eV. Exchanging the heights moves it to $-0.0210$ eV, and equal heights put it at zero. The range of the parabola shows in $G/G(0)$:

| $V$ (eV) | WKB integral | parabola |
|---|---|---|
| $-0.5$ | 3.76 | 2.79 |
| $-0.1$ | 1.097 | 1.096 |
| $+0.1$ | 1.038 | 1.035 |
| $+0.5$ | 2.93 | 2.49 |

At $0.5$ eV, $y=28.98\times0.5/8=1.81$, beyond the stated range. The average over the two signs of bias is 3.35 from the integral and 2.64 from the parabola; $\cosh y=3.14$ recovers most of the difference.

An Airy-function solution for the same trapezoid with abrupt edges gives a slope of $-0.179$ eV$^{-1}$. This lies $0.100$ eV$^{-1}$ above the unit-prefactor slope, against a thick-barrier edge term of $1/(2\times1.5\times2.5)=0.133$ eV$^{-1}$. Integrating $T=Me^{-S}$ over energy gives a shift of $0.117$ eV$^{-1}$, so about half of the shortfall comes from the variation of $M$ over the energies that carry the current, and the other half from corrections beyond $Me^{-S}$. Both fade as the barrier thickens, and the difference approaches the edge term. At 120 angstrom it has risen to $0.127$ eV$^{-1}$, closer to the limit. The minima compare as follows.

| $d$ (angstrom) | WKB minimum (eV) | Airy minimum (eV) |
|---|---|---|
| 10 | 0.0386 | 0.0199 |
| 20 | 0.0210 | 0.0153 |
| 40 | 0.0110 | 0.0094 |

Adding the two first corrections would multiply the Brinkman slope by $1-15/S_0$. At 10 angstrom, where $S_0=14.5$, this is slightly negative and would put the minimum on the other side of zero. The Airy result stays positive, so the first correction alone is not reliable for so thin a barrier.

In this example the sign of the displacement survives abrupt edges at all three thicknesses, but its size does not: at 20 angstrom the Brinkman value of $0.0230$ eV is half as large again as the Airy value. Read in reverse, with $\bar\phi$ and $d$ known, the Airy minimum of $0.0153$ eV inserted in $\Delta=\tfrac32S_0V_{\min}$ gives about $0.67$ eV instead of the true $1$ eV, so the inferred asymmetry is one third too small. This fraction belongs to the free mass, this thickness and the neglect of image forces. A uniform effective mass $m^*$ acts as $d\to d\sqrt{m^*}$: with $m^*=0.4$, 20 angstrom behaves like 12.6 angstrom, where the Brinkman minimum of $0.037$ eV is nearly twice the abrupt-edge value of $0.019$ eV. The numerical output below gives the remaining digits and the nearly symmetric case that checks section 7.

## Calculated quantities

```
left barrier height phi1 = 1.50 eV
right barrier height phi2 = 2.50 eV
mean height = 2.00 eV
asymmetry = 1.00 eV
thickness = 20.0 angstrom
band depth = 10.0 eV
A0 = 13.6618 eV^-1/2
S0 = 28.981 (dimensionless)
S(0,0) with tilt = 28.905
G(0), WKB integral = 6.4190e+00 S/m^2
G(0), leading formula = 6.2501e+00 S/m^2
linear coefficient, Brinkman = -0.3019 eV^-1
linear coefficient, WKB integral = -0.2796 eV^-1
linear coefficient, Airy = -0.1792 eV^-1
quadratic coefficient, Brinkman = 6.5617 eV^-2
quadratic coefficient, WKB integral = 6.6887 eV^-2
quadratic coefficient, Airy = 5.8661 eV^-2
bias of minimum, Brinkman = 0.02300 eV
bias of minimum, WKB integral = 0.02102 eV
bias of minimum, heights exchanged = -0.02102 eV
|bias of minimum|, equal heights = 0.00000 eV
parabola depth below G(0) = 0.00347 of G(0)
V = -0.5 eV: G/G(0) WKB 3.7645, parabola 2.7914
V = -0.2 eV: G/G(0) WKB 1.3513, parabola 1.3228
V = -0.1 eV: G/G(0) WKB 1.0973, parabola 1.0958
V = +0.1 eV: G/G(0) WKB 1.0383, parabola 1.0354
V = +0.2 eV: G/G(0) WKB 1.2136, parabola 1.2021
V = +0.5 eV: G/G(0) WKB 2.9306, parabola 2.4895
nearly symmetric barrier, heights 1.95 and 2.05 eV, 20 angstrom:
  slope / Brinkman = 0.9062; 1-3/S0 = 0.8965
  curvature / Brinkman = 0.9981
  G(0) / leading = 1.0344; 1+1/S0 = 1.0345
edge slope, thick limit = 0.1333 eV^-1
edge slope at 20 angstrom = 0.1003 eV^-1
edge slope at 40 angstrom = 0.1153 eV^-1
edge slope at 120 angstrom = 0.1269 eV^-1
minimum at 10 angstrom: WKB 0.03856 eV, Airy 0.01986 eV
minimum at 20 angstrom: WKB 0.02102 eV, Airy 0.01532 eV
minimum at 40 angstrom: WKB 0.01102 eV, Airy 0.00943 eV
```
